\section*{The Metric of a Flat Torus Does Not Fix the Dirac Spectrum}

\section{One torus, four spectra}

Take a flat torus whose parallelogram cell has one side of length $L$, and whose other side is displaced by $0.3L$ along the first side and $1.1L$ perpendicular to it. The smallest absolute value of a Dirac eigenvalue on this torus can be $0$, $2.8560/L$, $3.2563/L$ or $3.7238/L$. Lengths, angles and curvature are the same in all four cases, and there is no gauge field. The metric therefore leaves something open.

To find what it is, write the sides of the cell as
\begin{equation}
\mathbf e_1=L(1,0),\qquad \mathbf e_2=L(\tau_1,\tau_2),\qquad \tau=\tau_1+i\tau_2,\quad \tau_2>0 ,
\end{equation}
with $\tau=0.3+1.1i$ in the example. Points that differ by a lattice vector $m_1\mathbf e_1+m_2\mathbf e_2$ are identified. In the frame of constant unit vectors $\hat x,\hat y$ the spin connection vanishes, and the massless Dirac operator is
\begin{equation}
D=-i(\sigma_1\partial_x+\sigma_2\partial_y).
\end{equation}
It has the dimension of an inverse length.

A translation by $\mathbf e_j$ carries this frame into itself, so the accompanying rotation is the identity. A spinor, however, transforms under the double cover of the rotation group, where both $+1$ and $-1$ lie above the identity. The metric does not choose between them. One sign must be specified for each cycle:
\begin{equation}
\psi(\mathbf r+\mathbf e_j)=e^{2\pi i a_j}\psi(\mathbf r),\qquad a_j\in\{0,\tfrac12\}.
\label{bc}
\end{equation}
These two fix the sign for every other cycle: translation by $m_1\mathbf e_1+m_2\mathbf e_2$ gives $e^{2\pi i(a_1m_1+a_2m_2)}$. The four choices are the four spin structures. I label them by P (periodic) and A (antiperiodic), the first letter referring to $\mathbf e_1$. Densities such as $\psi^\dagger\psi$ are single-valued in all four cases.

The plane waves $e^{i\mathbf k\cdot\mathbf r}$ obeying \eqref{bc} satisfy $\mathbf k\cdot\mathbf e_j=2\pi(n_j+a_j)$ with integer $n_j$. Put $p=n_1+a_1$. The first condition gives $k_x=2\pi p/L$. The second reads $L(\tau_1k_x+\tau_2k_y)=2\pi(n_2+a_2)$, hence
\begin{equation}
k_y=\frac{2\pi}{L\tau_2}\,(n_2+a_2-\tau_1p).
\label{ky}
\end{equation}
Since $k_x=2\pi\tau_2p/(L\tau_2)$, adding the squares gives
\begin{equation}
|\mathbf k|=\frac{2\pi}{L\tau_2}\,\bigl|n_2+a_2-\tau p\bigr| .
\label{k}
\end{equation}
On a plane wave $D$ acts as the matrix $\sigma_1k_x+\sigma_2k_y$. This matrix is traceless and its square is $|\mathbf k|^2$, so its eigenvalues are $\pm|\mathbf k|$. The plane waves are complete for the given boundary condition, so this is the whole spectrum.

In the example $2\pi/(L\tau_2)=5.7120/L$. The smallest value of $|n_2+a_2-\tau p|$ is found as follows.
\begin{itemize}
\item PP: $n_1=n_2=0$ gives $0$.
\item PA: $p=0$ gives $\tfrac12$, while $|p|\ge1$ gives at least $1.1$. The level is $5.7120/(2L)=2.8560/L$.
\item AP: $p=\pm\tfrac12$, $n_2=0$ gives $|\tau|/2=\tfrac12\sqrt{0.09+1.21}=0.5701$. The level is $3.2563/L$.
\item AA: $p=\tfrac12$, $n_2=0$ gives $|1-\tau|/2=\tfrac12\sqrt{0.49+1.21}=0.6519$. The level is $3.7238/L$.
\end{itemize}
For AP and AA, larger $|p|$ gives at least $1.5\times1.1=1.65$ and cannot compete. Each of the three nonzero levels has multiplicity two at positive energy. Since $2a_j$ is an integer, $-\mathbf k$ is allowed whenever $\mathbf k$ is, and in this example the smallest length is reached by only one such pair.

\section{The correct statement}

The Dirac spectrum is fixed by the metric together with the spin structure. On a flat two-torus without gauge field:
\begin{enumerate}
\item There are four spin structures, with spectra $\pm|\mathbf k|$ given by \eqref{k}.
\item Only PP has zero modes, and it has two.
\item With zeta regularisation,
\begin{equation}
|\det D|_{AA}=\left|\frac{\theta_3}{\eta}\right|^2,\quad
|\det D|_{AP}=\left|\frac{\theta_4}{\eta}\right|^2,\quad
|\det D|_{PA}=\left|\frac{\theta_2}{\eta}\right|^2 .
\label{dets}
\end{equation}
For PP the determinant is zero. After removal of the zero modes it becomes
\begin{equation}
|\det{}'D|_{PP}=L^2\tau_2^2\,|\eta|^4 .
\label{pp}
\end{equation}
\end{enumerate}
With $q=e^{2\pi i\tau}$, the functions of $\tau$ used here are
\begin{align}
\eta&=q^{1/24}\prod_{n\ge1}(1-q^n), &
\theta_2&=2q^{1/8}\prod_{n\ge1}(1-q^n)(1+q^n)^2,\nonumber\\
\theta_3&=\prod_{n\ge1}(1-q^n)(1+q^{n-1/2})^2, &
\theta_4&=\prod_{n\ge1}(1-q^n)(1-q^{n-1/2})^2 .
\label{products}
\end{align}
Fractional powers mean $q^x=e^{2\pi i\tau x}$. These are the Jacobi theta functions at zero argument, in product form.

Four spin structures need not give four different spectra. On some symmetric tori two or three of the spectra coincide, as shown below.

\section{Zero modes}

Formula \eqref{k} already settles the count: $\mathbf k=0$ needs $p=0$ and $n_2+a_2=0$, hence $a_1=a_2=0$. A second argument shows the mechanism. Because $\sigma_1\sigma_2+\sigma_2\sigma_1=0$, the mixed derivatives cancel in the square and $D^2=-\nabla^2$. If $D\psi=0$, then
\begin{equation}
0=\int_{\rm cell}\psi^\dagger D^2\psi\,d^2r=\int_{\rm cell}|\nabla\psi|^2\,d^2r .
\end{equation}
The boundary terms cancel between opposite sides, since $\psi^\dagger\nabla\psi$ contains each sign twice and is periodic. Thus $\psi$ is constant. A constant that must change sign around some cycle vanishes. For PP both components are free constants, which gives two zero modes.

The absence of a gauge field matters. A constant vector potential $\mathbf A$, with charge absorbed, replaces $-i\nabla$ by $-i\nabla-\mathbf A$ and the eigenvalues by $\pm|\mathbf k-\mathbf A|$. Choosing $\mathbf A$ equal to an allowed $\mathbf k$ then produces zero modes in any of the four structures.

\section{Periodic in which frame?}

The letters P and A refer to the constant frame. Let $\mathbf r=u\mathbf e_1+v\mathbf e_2$, and use instead a frame that turns once as $u$ increases by one:
\begin{equation}
\psi=U\chi,\qquad U=e^{-i\sigma_3\varphi/2},\qquad \varphi=2\pi u .
\end{equation}
From $x=L(u+\tau_1v)$ and $y=L\tau_2v$ one has $\partial_x=\partial_u/L$ and $\partial_y=(\partial_v-\tau_1\partial_u)/(L\tau_2)$. Moving $U$ to the left through $\partial_u$ gives $U^{-1}\partial_uU=\partial_u-i\pi\sigma_3$, where the term $-i\pi\sigma_3$ is the spin connection of the turning frame. The Pauli matrices turn as well:
\begin{equation}
U^{-1}\sigma_1U=\sigma_1\cos\varphi-\sigma_2\sin\varphi,\qquad
U^{-1}\sigma_2U=\sigma_2\cos\varphi+\sigma_1\sin\varphi .
\end{equation}
These coefficients are periodic in $u$, so periodic components $\chi$ are a consistent choice. But one full turn gives
\begin{equation}
U(u+1)=e^{-i\pi\sigma_3}U(u)=-U(u),
\end{equation}
so periodic $\chi$ means antiperiodic $\psi$ along $\mathbf e_1$. Diagonalising the operator in the turning frame confirms this. Components periodic in both directions have lowest level $3.2563/L$, the AP value, and no zero mode. Components antiperiodic along $\mathbf e_1$ and periodic along $\mathbf e_2$ have lowest level zero. A boundary condition on components defines a spin structure only once the frame is given.

\section{What the metric does fix}

The heat trace per spinor component, $K(t)=\sum_{\mathbf k}e^{-t|\mathbf k|^2}$, shows what the four spectra have in common at short times and where the signs enter. On the infinite plane the operator $e^{t\nabla^2}$ has the kernel $(4\pi t)^{-1}e^{-|\mathbf r-\mathbf r'|^2/4t}$. Folding the plane into one cell turns it into a sum over lattice vectors $\mathbf w=m_1\mathbf e_1+m_2\mathbf e_2$, each weighted with the sign that $\psi$ acquires under translation by $\mathbf w$. Setting $\mathbf r'=\mathbf r$ and integrating over the cell area $A=L^2\tau_2$ gives
\begin{equation}
K(t)=\frac{A}{4\pi t}\sum_{m_1,m_2}e^{2\pi i(a_1m_1+a_2m_2)}\,e^{-|\mathbf w|^2/4t}.
\end{equation}
The term $\mathbf w=0$ is local and common to all four structures. The signs enter through closed windings, which are exponentially small at short times.

At $t=0.05L^2$ the local term is $1.75070$. The windings $\pm\mathbf e_1$ contribute the relative amount $2e^{-5}=0.0135$, and $\pm\mathbf e_2$ contribute $2e^{-6.5}=0.0030$. Both add for PP, where $K=1.78028$, and both subtract for AA, where $K=1.72256$. The windings $\pm(\mathbf e_2-\mathbf e_1)$, of relative size $2e^{-8.5}=0.0004$, add in both cases.

\section{Proof of the determinant formulas}

Define $\zeta(s)=\sum_{\mathbf k\ne0}|\mathbf k|^{-2s}$ for $\operatorname{Re}s>1$ and continue it to $s=0$. The operator $D^2$ has each $|\mathbf k|^2$ twice, so its zeta function is $2\zeta$. Therefore
\begin{equation}
|\det D|=(\det D^2)^{1/2}=\bigl(e^{-2\zeta'(0)}\bigr)^{1/2}=e^{-\zeta'(0)} .
\end{equation}
The phase of the determinant is not considered. Use
\begin{equation}
\zeta(s)=\frac1{\Gamma(s)}\int_0^\infty t^{s-1}\sum_{\mathbf k\neq0}e^{-t|\mathbf k|^2}\,dt,\qquad \frac1{\Gamma(s)}=s+O(s^2),
\end{equation}
and treat each $p$ in turn.

\subsection{Terms with $p\ne0$}

Let $\beta=L\tau_2$, $\kappa=2\pi|p|/L$ and $c=a_2-\tau_1p$. By \eqref{ky}, $k_y=2\pi(n_2+c)/\beta$. Poisson summation over $n_2$ gives
\begin{equation}
\sum_{n_2}e^{-tk_y^2}=\frac{\beta}{\sqrt{4\pi t}}\sum_m e^{-\beta^2m^2/4t}\,e^{2\pi imc}.
\end{equation}

The $m=0$ part contributes to $\zeta(s)$ the amount
\begin{equation}
\frac{\beta}{\sqrt{4\pi}}\,\frac{\Gamma(s-\frac12)}{\Gamma(s)}\sum_{p\ne0}\kappa^{1-2s}.
\end{equation}
The continued sum is regular at $s=0$, so the derivative there comes from $1/\Gamma(s)$ alone. With $\Gamma(-\tfrac12)=-2\sqrt\pi$ it equals
\begin{equation}
-\beta\,\frac{2\pi}{L}\,S=-2\pi\tau_2S,\qquad S=\sum_{p\neq0}|p|=2\zeta_H(-1,h).
\end{equation}
Here $\zeta_H(z,h)=\sum_{n\ge0}(n+h)^{-z}$ is the Hurwitz zeta function, with $h=1$ for $a_1=0$ and $h=\tfrac12$ for $a_1=\tfrac12$. From $\zeta_H(-1,h)=-\tfrac12(h^2-h+\tfrac16)$ follow
\begin{equation}
S=-\tfrac16\quad(a_1=0),\qquad S=\tfrac1{12}\quad(a_1=\tfrac12).
\end{equation}

The $m\ne0$ parts converge at $s=0$. The standard integral $\int_0^\infty t^{-3/2}e^{-b/t-gt}dt=\sqrt{\pi/b}\,e^{-2\sqrt{bg}}$, with $b=\beta^2m^2/4$ and $g=\kappa^2$, gives their contribution to $\zeta'(0)$ for one $p$:
\begin{equation}
\sum_{m\neq0}\frac{e^{-|m|\beta\kappa+2\pi imc}}{|m|}
=-\ln\bigl|1-e^{-\beta\kappa+2\pi ic}\bigr|^2 .
\end{equation}
Now $\beta\kappa=2\pi\tau_2|p|$, and $\epsilon=e^{2\pi ia_2}=\pm1$ is real. The exponential is thus $\epsilon q^{|p|}$ or its complex conjugate, depending on the sign of $p$. The two momenta $\pm p$ together contribute the factor $|1-\epsilon q^{|p|}|^4$ to the determinant.

\subsection{The term $p=0$}

This term occurs for $a_1=0$. With $h_2=\tfrac12$ for $a_2=\tfrac12$, and $h_2=1$ for $a_2=0$ without the zero mode, its zeta function is $2(2\pi/\beta)^{-2s}\zeta_H(2s,h_2)$. The derivative at $s=0$ is
\begin{equation}
-4\ln\frac{2\pi}{\beta}\;\zeta_H(0,h_2)+4\zeta_H'(0,h_2).
\end{equation}
Insert $\zeta_H(0,h)=\tfrac12-h$ and $\zeta_H'(0,h)=\ln\Gamma(h)-\tfrac12\ln2\pi$. For $h_2=\tfrac12$ the first term vanishes and the second is $4(-\tfrac12\ln2)=-2\ln2$, so the factor in the determinant is $4$. For $h_2=1$ the result is $2\ln(2\pi/\beta)-2\ln2\pi=-2\ln\beta$, so the factor is $\beta^2=L^2\tau_2^2$.

\subsection{Assembly}

Since $|q|=e^{-2\pi\tau_2}$, the $m=0$ parts give the factor $e^{2\pi\tau_2S}=|q|^{-S}$. Hence
\begin{align}
a_1=\tfrac12:\quad &|q|^{-1/12}\prod_{n\ge1}|1-\epsilon q^{n-1/2}|^4,\\
a_1=0:\quad &|q|^{1/6}\,F\prod_{n\ge1}|1-\epsilon q^{n}|^4,\qquad F=4\ \text{or}\ L^2\tau_2^2 .
\end{align}
Dividing the theta products \eqref{products} by $\eta$ cancels $\prod(1-q^n)$ and leaves the prefactors $q^{-1/24}$ for $\theta_3,\theta_4$ and $2q^{1/8-1/24}=2q^{1/12}$ for $\theta_2$. Squared moduli reproduce \eqref{dets}. For PP, $|\eta|^4=|q|^{1/6}\prod|1-q^n|^4$ gives \eqref{pp}. This completes the proof.

\section{Reading the determinants}

For AA in the example, the prefactor is $e^{2\pi\tau_2/12}=1.778835$. The momenta $p=\pm\tfrac12$ contribute $1.077655$, and $p=\pm\tfrac32$ contribute $0.999880$. Their product is
\begin{equation}
1.778835\times1.077655\times0.999880=1.916740 ,
\end{equation}
in agreement with $(1.038360/0.750009)^2$ from $|\theta_3|$ and $|\eta|$. The other values are $1.652888$ for AP, $1.262563$ for PA and $0.382870\,L^2$ for PP without zero modes. An evaluation of $\zeta'(0)$ from the heat trace, without theta functions, gives the same numbers, as the numerical output shows.

The three nonzero determinants multiply to $4$ for every $\tau$. The reason is that the four sets of momenta together form the PP lattice reduced by a factor of two. Summing $|\mathbf k|^{-2s}$ over this finer lattice gives $4^s\zeta_{PP}(s)$, so
\begin{equation}
\zeta_{PA}(s)+\zeta_{AP}(s)+\zeta_{AA}(s)=(4^s-1)\,\zeta_{PP}(s).
\end{equation}
At $s=0$ the $p\neq0$ terms of $\zeta_{PP}$ vanish through $1/\Gamma(s)$, and the $p=0$ term gives $2\zeta_H(0,1)=-1$. The derivative of the right side at $s=0$ is therefore $-\ln4$, and the product of determinants is $e^{\ln4}=4$. The same value $\zeta_{PP}(0)=-1$ accounts for the factor $L^2$ in \eqref{pp}: rescaling $L$ by $\lambda$ multiplies $\zeta(s)$ by $\lambda^{2s}$ and the determinant by $\lambda^{-2\zeta(0)}=\lambda^2$.

For a long torus, $\tau_2\to\infty$, $q$ tends to zero. AA and AP then approach the common value $e^{\pi\tau_2/6}$. The sign along $\mathbf e_1$ keeps $|k_x|\ge\pi/L$, and the sign along the long cycle enters through powers of $q^{1/2}$. PA instead approaches $4e^{-\pi\tau_2/3}$. Its lowest level $\pi/(L\tau_2)$ tends to zero, but at any finite length it is not a zero mode.

\section{When different structures share a spectrum}

A rotation that maps the lattice to itself acts on spinors by a constant matrix and preserves the form of $D$, but it can permute the signs. On the square torus, $\tau=i$, a quarter turn exchanges the two cycles up to orientation, and so exchanges AP and PA. Both have lowest level $3.1416/L$ and determinant $1.414214$, while AA has $4.4429/L$ and $2.000000$.

On the hexagonal torus, $\tau=e^{i\pi/3}$, a rotation by $60^\circ$ sends $\mathbf e_1\to\mathbf e_2$ and $\mathbf e_2\to\mathbf e_2-\mathbf e_1$. The pair of signs $(s_1,s_2)$ becomes $(s_2,s_1s_2)$, which takes PA to AA, AA to AP and AP to PA. All three have lowest level $3.6276/L$. Their equal determinants multiply to $4$, so each is $4^{1/3}=1.587401$. PP is mapped to itself and remains distinguished by its two zero modes.

A reflection that maps the lattice to itself can also permute the signs. Structures exchanged in this way share a spectrum, since by \eqref{k} the spectrum depends only on the lengths $|\mathbf k|$, which a reflection preserves. For $|\tau|=1$ the reflection that exchanges $\mathbf e_1$ and $\mathbf e_2$ exchanges AP and PA. For $\tau_1=\tfrac12$ the reflection $x\to-x$ sends $\mathbf e_1\to-\mathbf e_1$ and $\mathbf e_2\to\mathbf e_2-\mathbf e_1$, so $(s_1,s_2)$ becomes $(s_1,s_1s_2)$ and AP and AA share a spectrum.

\section*{Computed results}
\begin{verbatim}
tau = 0.3 + 1.1 i, L = 1, area = 1.10 L^2
PP: zero modes 2, lowest positive levels 5.7120, 6.5127, 7.4475 1/L, first has multiplicity 2
PA: zero modes 0, lowest positive levels 2.8560, 6.3862, 7.7691 1/L, first has multiplicity 2
AP: zero modes 0, lowest positive levels 3.2563, 5.7829, 7.2814 1/L, first has multiplicity 2
AA: zero modes 0, lowest positive levels 3.7238, 4.8636, 8.3266 1/L, first has multiplicity 2
Turning frame, components PP: lowest |eigenvalue| 3.2563 1/L, as AP in parallel frame
Turning frame, components AP: lowest |eigenvalue| 0.0000 1/L, as PP in parallel frame
Turning frame, components PA: lowest |eigenvalue| 3.7238 1/L, as AA in parallel frame
Turning frame, components AA: lowest |eigenvalue| 2.8560 1/L, as PA in parallel frame
Heat trace at t = 0.05 L^2, local area term: 1.75070
  PP: heat trace per spinor component 1.78028
  PA: heat trace per spinor component 1.76832
  AP: heat trace per spinor component 1.73166
  AA: heat trace per spinor component 1.72256
|eta(tau)| = 0.750009
|theta_2(0|tau)| = 0.842739 for PA
|theta_4(0|tau)| = 0.964247 for AP
|theta_3(0|tau)| = 1.038360 for AA
PP: |det D| without zero modes: Mellin 0.382870 L^2, closed form 0.382870 L^2
PA: |det D|: Mellin 1.262563, closed form 1.262563
AP: |det D|: Mellin 1.652888, closed form 1.652888
AA: |det D|: Mellin 1.916740, closed form 1.916740
Product of the PA, AP and AA determinants: 4.000000
AA prefactor exp(2 pi tau2/12) = 1.778835
AA factor from p = +-1/2: 1.077655
AA factor from p = +-3/2: 0.999880
AA product of these three: 1.916740
Square torus PA: lowest level 3.1416 1/L, |det D| = 1.414214
Square torus AP: lowest level 3.1416 1/L, |det D| = 1.414214
Square torus AA: lowest level 4.4429 1/L, |det D| = 2.000000
Hexagonal torus PA: lowest level 3.6276 1/L, |det D| = 1.587401
Hexagonal torus AP: lowest level 3.6276 1/L, |det D| = 1.587401
Hexagonal torus AA: lowest level 3.6276 1/L, |det D| = 1.587401
\end{verbatim}
